An electron-diffraction intensity maximum need not mark a completed layer

A grower who wants a whole number of atomic layers may watch the specular spot in reflection high-energy electron diffraction and close the shutter when it is brightest. In the model crystal worked out below, at a glancing angle of 3.3°, this stops growth with the top layer 46% filled. The spot is then 25% brighter than it is for a completed layer, and the completed layer is the darkest moment of the cycle. The growth rate read from the period is nevertheless correct. The model treats the growing layer as a fine-grained average, which suits small islands; for wide terraces the maximum returns to completion, as the last section shows.

The belief behind the mistake is reasonable. A completed layer is flat, a half-filled one is covered with islands, and a flat surface should reflect best. For single scattering this can be proved, so the proof comes first.

**Why the belief tempts**

Let z point out of the crystal, let d be the layer spacing, and let k = K sin ϑ be the normal component of the vacuum wave number K at glancing angle ϑ. The incident wave varies as exp(−ikz) and the specular wave as exp(ikz). A layer at height nd then contributes the phase factor exp(−2iknd). Full layers sit at n = 0, −1, −2, …, and a layer of coverage θ grows at n = 1. With φ = 2kd, and a vanishing damping to make the sum converge, the total amplitude is proportional to

S = θ e^(−iφ) + 1/(1 − e^(iφ)).

Its square modulus is

|S|² = θ² + 2θ Re[e^(iφ)/(1 − e^(iφ))] + 1/|1 − e^(iφ)|².

Two identities finish the work. First, 1/(1 − e^(iφ)) = ½ + (i/2) cot(φ/2). Since e^(iφ)/(1 − e^(iφ)) is this quantity minus 1, its real part is −½. Second, |1 − e^(iφ)|² = 4 sin²(φ/2) = 4 sin²(kd). Hence |S|² = 1/(4 sin²kd) − θ(1 − θ), and the intensity R obeys

R(θ)/R(0) = 1 − 4θ(1 − θ) sin²(kd).

The angle sets the depth of the oscillation and nothing else. Wherever sin(kd) ≠ 0, the maximum is at the completed layer and the minimum at half coverage. At 3.3° in the model below, sin(kd) = −0.349, so a half-filled layer should reflect 1 − 0.349² = 0.88 of the completed-layer intensity. The full calculation gives a rise instead of this fall.

**What multiple scattering leaves alone: the period**

Electrons at these angles are scattered many times, so the wave equation must be solved. I keep only the specular beam, which responds to the potential averaged along the surface. Other diffracted beams and diffuse scattering by islands are left out, and each layer is completed before the next begins. Replacing a partly filled layer by its average is justified only when the islands are small compared with the distance the beam travels along the surface while crossing a layer, d/tan ϑ, which is about 35 Å for d = 2 Å at 3.3°. In atomic units the normal motion obeys

−½ψ″ + Vψ = ½k²ψ, with ψ = e^(−ikz) + r e^(ikz) above the surface and R = |r|².

Each full layer contributes −w to V, and the growing layer contributes −θw. The small relativistic mass factor is included in w. Absorption is described by replacing w with (1 + iη)w.

Adding one whole layer shifts the potential upward by d, so the shifted function ψ(z − d) solves the new problem. Above the surface it is

e^(ikd) [e^(−ikz) + r e^(−2ikd) e^(ikz)].

The new reflection amplitude is r e^(−2ikd), which has the same modulus. Thus R(θ + 1) = R(θ) at every angle, with or without absorption. At constant flux the period in time is the time needed to deposit one layer. This argument says nothing about where in the period the maximum lies.

**How the intensity responds to new material**

Let ψ belong to V, and ψ₁, with amplitude r₁, to V + δV. From the two wave equations,

(ψψ₁′ − ψ₁ψ′)′ = ψψ₁″ − ψ₁ψ″ = 2 δV ψψ₁.

Integrate this from below the change to above the surface. Below, both functions are multiples of the one admissible wave, which decays or travels into the crystal, so the bracket on the left vanishes. Above, inserting the two vacuum waves gives 2ik(r₁ − r). Therefore r₁ − r = (1/ik) ∫δV ψψ₁ dz. For a small added coverage, δV = −w dθ, and

dr/dθ = (i/k) ∫w ψ² dz, R′ = 2 Re(r* dr/dθ).

The square ψ² is not a modulus: the wave travels to the new material and back, so its phase counts.

At the start of a layer the new material lies in vacuum, where ψ is known. Put z = 0 midway between the last full layer and the new one, whose centre is then at d/2. Take layers that are mirror symmetric and do not overlap, and define W(q) = ∫w cos(qu) du, with u measured from the layer centre. Since ψ² = e^(−2ikz) + 2r + r² e^(2ikz),

dr/dθ = (i/k) [W(2k)(e^(−ikd) + r² e^(ikd)) + 2rW(0)].

Absorption multiplies the right side by (1 + iη).

Without absorption, and at an energy where waves can travel in the crystal, r is real. The plane z = 0 is a mirror plane of the bulk. If ψ is the bulk wave travelling down, then ψ(−z) and ψ*(z) both travel up, so they are proportional. Comparing their logarithmic derivatives at z = 0 gives −ψ′/ψ = (ψ′/ψ)*, so ψ′/ψ = −iκ with κ real, and κ > 0 because the current flows downward. Matching to the vacuum wave gives −ik(1 − r)/(1 + r) = −iκ, or

r = (k − κ)/(k + κ).

Now Re(i e^(−ikd)) = sin(kd), Re(i e^(ikd)) = −sin(kd), and the term 2irW(0) is imaginary. The initial slope is

R′(0⁺) = (2/k) W(2k) r(1 − r²) sin(kd).

If this is positive, the intensity rises as soon as a completed layer starts to be covered. Because R(1) = R(0), the highest intensity must then occur at an incomplete layer.

**When the slope is positive**

The factor sin(kd) changes sign at the vacuum Bragg condition kd = nπ. The sign of r is governed by the crystal's own Bragg reflection, which lies elsewhere because the electron gains speed inside. Consider n = 2. At the upper edge of the band gap the wave is a standing wave, to first order √(2/d) sin(2πu/d), with nodes on the attractive layers if W(4π/d) > 0. Its energy is the vacuum Bragg energy E_B lowered by the average potential it feels:

E_edge ≈ E_B − (2/d)∫w sin²(2πu/d) du = E_B − [W(0) − W(4π/d)]/d.

This wave also has a node midway between layers. There κ → ∞ and r → −1. Just above the edge r is therefore negative, while sin(kd) is negative as long as kd lies between π and 2π. With W(2k) > 0 the product is positive. The anomalous window runs from the gap edge up to E_B, provided r keeps its sign in between.

**A case with multiple scattering and no shift**

The window closes if each layer is a thin sheet of strength A, since then W(4π/d) = W(0). This case can be solved for all coverages. Let s be the reflection amplitude referred to the growing sheet, where ψ = 1 + s, and let β = A/k. The response formula becomes

ds/dθ = iβ(1 + s)².

With y = 1/(1 + s) this reads dy/dθ = −iβ, so y = p + i(y₀ − βθ) with p and y₀ real constants. Since s = (1 − y)/y,

R = |1 − y|²/|y|² = 1 − (2p − 1)/[p² + (y₀ − βθ)²].

At energies where waves can travel in the crystal, R < 1 and therefore 2p > 1. (In a band gap without absorption, R = 1 at every coverage and there is no oscillation.) The condition R(1) = R(0) requires (y₀ − β)² = y₀², so y₀ = β/2 and

R(θ) = 1 − (2p − 1)/[p² + β²(θ − ½)²].

The maximum is at completion and the minimum at half coverage, although every order of scattering between sheets is included. Multiple scattering permits a phase shift but does not guarantee one. Without absorption, the finite thickness of the layers is essential.

**A worked crystal**

Take round parameters: a 10 keV beam, d = 2 Å, a mean potential depth of 10 eV, η = 0.1, and layers of raised-cosine shape 1 Å wide and 40 eV deep at the centre. Then W(0) = 10 × 2 = 20 eV Å. For this shape W(4π/d) is half of W(0), or 10 eV Å. With E_B = 37.6 eV, the estimate for the gap edge is

37.6 − (20 − 10)/2 = 32.6 eV.

A numerical solution without absorption, scanned in steps of 0.1 eV, puts the edge between 32.0 and 32.1 eV. In glancing angle the window runs from 3.23° to 3.50°. At the scanned energies the initial slope is positive between the edge and E_B, and negative from there to the end of the scan near 45 eV.

At 3.3° the normal energy is 10 keV × 1.0098 × sin²3.3° = 33.46 eV, where 1.0098 = 1 + 10 keV/(2mc²) is the relativistic correction to the vacuum wave number. In ordinary units the prefactor 2/k becomes 1/(Ck), where C = ħ²/2m. Since E_B = C(2π/d)² = Cπ² in these units, C = 37.60/π² = 3.81 eV Å², and k = √(33.46/3.81) = 2.96 Å⁻¹. The solution gives r = −0.362 and W(2k) = 10.85 eV Å, so without absorption

R′(0⁺) = 10.85 × (−0.362) × (1 − 0.131) × (−0.349)/(3.81 × 2.96) = +0.11 per layer.

For the complete cycle, each layer was cut into 800 slices of constant potential, and the wave was carried through them from the bulk solution to the vacuum. With absorption, the results are:

2.6°: R(0) = 0.0737; maximum at θ = 0, minimum at 0.35.
3.3°: R(0) = 0.1256; maximum at θ = 0.46, minimum at 0.
3.6°: R(0) = 0.0135; maximum at θ = 0.60, minimum at 0.05.
4.0°: R(0) = 0.0036; maximum at θ = 0.89, minimum at 0.23.
4.4°: R(0) = 0.0023; maximum at θ = 0, minimum at 0.27.

At 3.3° the intensity climbs from 0.126 to 0.157 and falls back, so the oscillation is nearly inverted. At 2.6° the belief holds for the maximum, but the minimum is not at half coverage. A sine wave fitted to that curve would peak 0.10 layer before completion, so even here the phase depends on which feature is read.

The case of 4.0° lies outside the window. The intensity falls when a new layer starts, as the belief requires, but it is also falling just before completion, with slope −0.002 per layer. A maximum at completion needs a rise before it as well as a fall after it. The window is thus sufficient for a shift, not necessary. The early maximum is only 3% brighter than the completed layer, yet stopping there leaves 11% of the layer missing.

Three changes at 3.3° help to locate the cause. Setting η = 0 moves the maximum only from 0.456 to 0.461, so absorption is not responsible. Weakening the whole potential a thousandfold, without absorption, returns the maximum to the completed layer, as single scattering demands. Removing only the real mean potential, while keeping the corrugation and the absorption, also returns it there and makes the initial slope −0.20. At this angle the inversion therefore needs the mean potential, but this does not show that a mean potential is needed at other angles. The thin-sheet case shows that the presence of a mean potential is not enough.

**Reading a real oscillation**

Real measurements can use beams of 10 to 30 keV at glancing angles of a few degrees, and mean potentials of roughly 10 to 20 eV occur in many solids, so the model is realistic in these respects. Its layer profile is less typical: the averaged potentials of real layers have long tails that overlap. Real growth also starts new layers before old ones are full, and other beams and diffuse scattering feed the specular spot. Island size matters as well. If terraces are very wide, each reflects as a completed crystal, with amplitude r on the lower level and r e^(−2ikd) on the upper one. The specular amplitude is then (1 − θ)r + θr e^(−2ikd), whose square modulus is |r|²[1 − 4θ(1 − θ) sin²(kd)]. This is the single-scattering law again, with the maximum at completion, although each terrace scatters multiply. The inversion at 3.3° therefore belongs to the small-island limit and disappears for wide terraces. The model does not say how far these effects move the maximum on a given surface. It does show how sensitive the position is: between 3.6° and 4.0° the maximum moves by 0.29 layer, or about 0.07 layer for each 0.1°, with everything but the angle held fixed.

The period remains a measure of growth rate when the flux is constant and the cycle repeats. To stop at a completed layer under these conditions, start from a surface known to be complete and count whole periods from the opening of the shutter. The brightness at that first moment, whether high, low or in between, returns at each completion. Unless it is the highest or lowest of the cycle, it also occurs at an incomplete layer, so the count of periods must decide, not the brightness alone.
